# The Z-vector method for analytic MP2 gradients: a numerical check

```python
"""Z-vector (adjoint) method for derivatives of a non-variational energy.

Result under test: if M U = B gives the orbital response to each perturbation
and L is the energy derivative with respect to the response parameters, then
L.U = z.B, where the single vector z solves M^T z = L.
Part 1: exact arithmetic on a small nonsymmetric matrix.
Part 2: closed-shell all-electron MP2 gradient of water in the 6-31G basis.
Symbols: t, tt  MP2 amplitudes and their combination 2t - t(exchanged)
         D      unrelaxed MP2 density (occupied and virtual blocks)
         W      derivative of the MP2 functional for C -> C(1+U)
         S, f   overlap and Fock matrix; suffix x = AO integrals differentiated
Atomic units are used throughout.
"""
import numpy as np
import sympy as sp
from scipy.linalg import expm
from pyscf import gto, scf, mp

# ---------- Part 1: small matrices, exact rational numbers ----------
small_M = sp.Matrix([[4, 1, 0], [2, 3, 1], [0, 1, 2]])
small_B = sp.Matrix([[1, 0, 2, 1], [0, 1, 1, -1], [1, 1, 0, 3]])
small_L = sp.Matrix([1, 2, 1])
small_U = small_M.LUsolve(small_B)
small_z = small_M.T.LUsolve(small_L)
small_wrong = small_M.LUsolve(small_L)
direct_small = small_L.T * small_U
adjoint_small = small_z.T * small_B
wrong_small = small_wrong.T * small_B
assert direct_small == adjoint_small
assert direct_small != wrong_small
print("Small example (dimensionless, exact)")
print("M =", small_M.tolist())
print("B =", small_B.tolist())
print("L =", list(small_L))
for row in range(3):
    print(f"U row {row + 1} =", list(small_U.row(row)))
print("z from M^T z = L:", list(small_z))
print("L.U (four solutions):", list(direct_small))
print("z.B (one solution):  ", list(adjoint_small))
print("vector from M w = L: ", list(small_wrong))
print("w.B (no transpose):  ", list(wrong_small))

# ---------- Part 2: MP2 gradient of water ----------
symbols = ["O", "H", "H"]
coords = np.array([[0.0, 0.0, 0.0], [0.0, 1.5, 1.0], [0.0, -1.6, 1.2]])


def run_mp2(xyz, guess=None, extra_h=None):
    """Return molecule, SCF object and MP2 correlation energy."""
    molecule = gto.M(atom=[(s, tuple(r)) for s, r in zip(symbols, xyz)],
                     unit="Bohr", basis="6-31g", verbose=0)
    field = scf.RHF(molecule)
    field.conv_tol = 1e-12
    field.conv_tol_grad = 1e-9
    field.max_cycle = 100
    if extra_h is not None:
        total_h = field.get_hcore() + extra_h
        field.get_hcore = lambda *args: total_h
    field.kernel(dm0=guess)
    assert field.converged
    return molecule, field, mp.MP2(field).run().e_corr


mol, mf, e2_ref = run_mp2(coords)
C, eps = mf.mo_coeff, mf.mo_energy
n_orb, n_occ = C.shape[1], mol.nelectron // 2
n_vir = n_orb - n_occ
o, v = slice(0, n_occ), slice(n_occ, None)
h_ao, S_ao, eri_ao = mf.get_hcore(), mf.get_ovlp(), mol.intor("int2e")
dm_ref = mf.make_rdm1()


def to_mo4(g, c):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", g, c, c, c, c, optimize=True)


def fock(h, g):
    """Closed-shell Fock matrix from MO integrals."""
    return (h + 2 * np.einsum("pqkk->pq", g[:, :, o, o])
            - np.einsum("pkqk->pq", g[:, o, :, o]))


eri = to_mo4(eri_ao, C)
gap = eps[v][:, None] - eps[o][None, :]
K = eri[o, v, o, v]
t = -K / (gap.T[:, :, None, None] + gap.T[None, None, :, :])
tt = 2 * t - t.transpose(0, 3, 2, 1)
D = np.zeros((n_orb, n_orb))
D[o, o] = -2 * np.einsum("iakb,jakb->ij", tt, t)
D[v, v] = 2 * np.einsum("iajc,ibjc->ab", tt, t)


def functional(c):
    """Hylleraas functional at fixed amplitudes for orbitals c."""
    g = to_mo4(eri_ao, c)
    return 2 * np.sum(tt * g[o, v, o, v]) + np.sum(D * fock(c.T @ h_ao @ c, g))


assert abs(functional(C) - e2_ref) < 1e-8

A = (4 * eri - np.einsum("prqs->pqrs", eri) - np.einsum("psqr->pqrs", eri))
W = 2 * eps[:, None] * D
W[:, o] += 4 * np.einsum("iajb,pajb->pi", tt, eri[:, v, o, v])
W[:, v] += 4 * np.einsum("iajb,ipjb->pa", tt, eri[o, :, o, v])
W[:, o] += np.einsum("pq,pqrk->rk", D, A[:, :, :, o])
L = W[v, o] - W[o, v].T
assert np.allclose(W[o, o], W[o, o].T, atol=1e-7)
assert np.allclose(W[v, v], W[v, v].T, atol=1e-7)

# Finite orbital rotation with all blocks: only L should contribute.
rng = np.random.default_rng(3)
kappa = rng.normal(size=(n_orb, n_orb))
kappa = (kappa - kappa.T) / np.linalg.norm(kappa - kappa.T)
step = 1e-4
rot_fd = (functional(C @ expm(step * kappa))
          - functional(C @ expm(-step * kappa))) / (2 * step)
rot_formula = np.sum(L * kappa[v, o])
assert abs(rot_fd - rot_formula) < 1e-6

n_par = n_vir * n_occ
M = A[v, o, v, o].reshape(n_par, n_par) + np.diag(gap.ravel())
assert np.allclose(M, M.T, atol=1e-10)
lowest = np.linalg.eigvalsh(M)[0]
assert lowest > 0
z = np.linalg.solve(M.T, L.ravel()).reshape(n_vir, n_occ)

# Coefficients of the final form, which contains no orbital response.
P = D.copy()
P[v, o] = -z
Q = np.zeros_like(D)
Q[o, o] = 0.5 * (W[o, o] - np.einsum("ai,aikl->kl", z, A[v, o, o, o]))
Q[v, v] = 0.5 * W[v, v]
Q[v, o] = W[o, v].T - z * eps[o]

h_derivative = mf.nuc_grad_method().hcore_generator(mol)
ip_S = mol.intor("int1e_ipovlp")
ip_eri = mol.intor("int2e_ip1")
charges = mol.atom_charges()
explicit, density_form, hf_grad, rhs = [], [], [], []
for atom in range(3):
    p0, p1 = mol.aoslice_by_atom()[atom, 2:]
    h_atom = h_derivative(atom)
    for axis in range(3):
        s_part = np.zeros_like(S_ao)
        s_part[p0:p1] = -ip_S[axis, p0:p1]
        Sx = C.T @ (s_part + s_part.T) @ C
        g_part = np.zeros_like(eri_ao)
        g_part[p0:p1] = -ip_eri[axis, p0:p1]
        g_part = g_part + g_part.transpose(1, 0, 2, 3)
        gx = to_mo4(g_part + g_part.transpose(2, 3, 0, 1), C)
        hx = C.T @ h_atom[axis] @ C
        fx = fock(hx, gx)
        rhs.append((-fx[v, o] + Sx[v, o] * eps[o] + 0.5 * np.einsum(
            "aikl,kl->ai", A[v, o, o, o], Sx[o, o])).ravel())
        pair_term = 2 * np.sum(tt * gx[o, v, o, v])
        explicit.append(pair_term + np.sum(D * fx)
                        - 0.5 * np.sum(W[o, o] * Sx[o, o])
                        - 0.5 * np.sum(W[v, v] * Sx[v, v])
                        - np.sum(W[o, v] * Sx[o, v]))
        density_form.append(pair_term + np.sum(P * fx) - np.sum(Q * Sx))
        nuclear = 0.0
        for other in range(3):
            if other != atom:
                d = coords[atom] - coords[other]
                nuclear -= (charges[atom] * charges[other] * d[axis]
                            / np.linalg.norm(d) ** 3)
        hf_grad.append(np.trace(hx[o, o] + fx[o, o])
                       - 2 * np.sum(eps[o] * np.diag(Sx)[o]) + nuclear)

explicit, density_form = np.array(explicit), np.array(density_form)
hf_grad, B = np.array(hf_grad), np.array(rhs).T
U = np.linalg.solve(M, B)
response_direct = L.ravel() @ U
response_adjoint = z.ravel() @ B
grad_direct = explicit + response_direct
grad_adjoint = explicit + response_adjoint
route_diff = np.max(abs(grad_direct - grad_adjoint))
density_diff = np.max(abs(density_form - grad_direct))
assert route_diff < 1e-10
assert density_diff < 1e-9

# Independent road: energies and orbitals at displaced geometries.
shift = 5e-4
e2_fd, total_fd, U_fd = np.zeros(9), np.zeros(9), np.zeros_like(U)
for k in range(9):
    for sign in (1, -1):
        moved = coords.copy()
        moved[k // 3, k % 3] += sign * shift
        _, mf_k, e2_k = run_mp2(moved, guess=dm_ref)
        weight = sign / (2 * shift)
        e2_fd[k] += weight * e2_k
        total_fd[k] += weight * (mf_k.e_tot + e2_k)
        T = C.T @ S_ao @ mf_k.mo_coeff[:, o]
        U_fd[:, k] += weight * (T[v] @ np.linalg.inv(T[o])).ravel()
total_grad = hf_grad + grad_adjoint
e2_error = np.max(abs(e2_fd - grad_adjoint))
total_error = np.max(abs(total_fd - total_grad))
U_error = np.max(abs(U_fd - U))
# Tolerances cover the step-squared error and SCF convergence noise.
assert e2_error < 2e-6
assert total_error < 2e-6
assert U_error < 2e-5
translation = np.max(abs(total_grad.reshape(3, 3).sum(axis=0)))
assert translation < 1e-7

# Row scaling keeps U but makes the matrix nonsymmetric.
M_scaled = M / gap.ravel()[:, None]
B_scaled = B / gap.ravel()[:, None]
asymmetry = np.max(abs(M_scaled - M_scaled.T))
right = np.linalg.solve(M_scaled.T, L.ravel()) @ B_scaled
wrong = np.linalg.solve(M_scaled, L.ravel()) @ B_scaled
wrong_error = np.max(abs(wrong - response_direct))
assert np.max(abs(right - response_direct)) < 1e-10
assert wrong_error > 1e-5

# The same z for a different perturbation: field term +F*z on the electrons.
r_ao = mol.intor("int1e_r")[2]
r_mo = C.T @ r_ao @ C
field_unrelaxed = np.sum(D * r_mo)
field_adjoint = field_unrelaxed - np.sum(z * r_mo[v, o])
F = 5e-4
field_fd = (run_mp2(coords, dm_ref, F * r_ao)[2]
            - run_mp2(coords, dm_ref, -F * r_ao)[2]) / (2 * F)
assert abs(field_fd - field_adjoint) < 5e-6

print("Water, MP2/6-31G, all electrons correlated")
for s, r in zip(symbols, coords):
    print(f"{s} position (bohr): {r[0]:.1f} {r[1]:.1f} {r[2]:.1f}")
print(f"occupied, virtual orbitals: {n_occ}, {n_vir}")
print(f"unknowns per linear system: {n_par}")
print(f"linear systems, direct / adjoint: {B.shape[1]} / {L.reshape(-1, 1).shape[1]}")
print(f"RHF energy (hartree): {mf.e_tot:.8f}")
print(f"MP2 correlation energy (hartree): {e2_ref:.8f}")
print(f"lowest eigenvalue of M (hartree): {lowest:.5f}")
print(f"norm of L (hartree): {np.linalg.norm(L):.6f}")
print(f"norm of z (dimensionless): {np.linalg.norm(z):.6f}")
print(f"rotation slope, formula / finite diff. (hartree): "
      f"{rot_formula:.8f} / {rot_fd:.8f}")
print("Correlation-energy gradient (hartree/bohr)")
print("coord  explicit    L.U         z.B         sum         finite diff.")
for k in range(9):
    if k % 3:
        label = f"{symbols[k // 3]}{k // 3 + 1}{'xyz'[k % 3]}"
        print(f"{label}  {explicit[k]:11.7f} {response_direct[k]:11.7f} "
              f"{response_adjoint[k]:11.7f} {grad_adjoint[k]:11.7f} "
              f"{e2_fd[k]:11.7f}")
print("Total MP2 gradient (hartree/bohr): HF part, total, finite diff.")
for k in range(9):
    if k % 3:
        label = f"{symbols[k // 3]}{k // 3 + 1}{'xyz'[k % 3]}"
        print(f"{label}  {hf_grad[k]:11.7f} {total_grad[k]:11.7f} "
              f"{total_fd[k]:11.7f}")
print(f"max |direct - adjoint| (hartree/bohr): {route_diff:.1e}")
print(f"max |density form - direct| (hartree/bohr): {density_diff:.1e}")
print(f"max |adjoint - finite diff.|, E2 (hartree/bohr): {e2_error:.1e}")
print(f"max |U - finite diff.| (1/bohr): {U_error:.1e}")
print(f"max |sum of forces over atoms| (hartree/bohr): {translation:.1e}")
print(f"scaled matrix, max asymmetry (dimensionless): {asymmetry:.4f}")
print(f"max error without transpose (hartree/bohr): {wrong_error:.7f}")
print(f"dE2/dF, unrelaxed density only (e bohr): {field_unrelaxed:.7f}")
print(f"dE2/dF, with z / finite diff. (e bohr): "
      f"{field_adjoint:.7f} / {field_fd:.7f}")
print("PASS")
```

It prints:

```
Small example (dimensionless, exact)
M = [[4, 1, 0], [2, 3, 1], [0, 1, 2]]
B = [[1, 0, 2, 1], [0, 1, 1, -1], [1, 1, 0, 3]]
L = [1, 2, 1]
U row 1 = [3/8, -1/16, 1/2, 5/8]
U row 2 = [-1/2, 1/4, 0, -3/2]
U row 3 = [3/4, 3/8, 0, 9/4]
z from M^T z = L: [-1/16, 5/8, 3/16]
L.U (four solutions): [1/8, 13/16, 1/2, -1/8]
z.B (one solution):   [1/8, 13/16, 1/2, -1/8]
vector from M w = L:  [1/8, 1/2, 1/4]
w.B (no transpose):   [3/8, 3/4, 3/4, 3/8]
Water, MP2/6-31G, all electrons correlated
O position (bohr): 0.0 0.0 0.0
H position (bohr): 0.0 1.5 1.0
H position (bohr): 0.0 -1.6 1.2
occupied, virtual orbitals: 5, 8
unknowns per linear system: 40
linear systems, direct / adjoint: 9 / 1
RHF energy (hartree): -75.97568712
MP2 correlation energy (hartree): -0.13280647
lowest eigenvalue of M (hartree): 0.33096
norm of L (hartree): 0.106523
norm of z (dimensionless): 0.080388
rotation slope, formula / finite diff. (hartree): -0.01103007 / -0.01103007
Correlation-energy gradient (hartree/bohr)
coord  explicit    L.U         z.B         sum         finite diff.
O1y    0.0003686   0.0020237   0.0020237   0.0023924   0.0023924
O1z    0.0321959  -0.0011669  -0.0011669   0.0310290   0.0310290
H2y   -0.0205400   0.0010617   0.0010617  -0.0194783  -0.0194783
H2z   -0.0157160   0.0000316   0.0000316  -0.0156844  -0.0156844
H3y    0.0201714  -0.0030854  -0.0030854   0.0170860   0.0170860
H3z   -0.0164799   0.0011352   0.0011352  -0.0153446  -0.0153446
Total MP2 gradient (hartree/bohr): HF part, total, finite diff.
O1y    0.0652268   0.0676192   0.0676192
O1z   -0.0495012  -0.0184722  -0.0184722
H2y    0.0020296  -0.0174488  -0.0174488
H2z    0.0001690  -0.0155154  -0.0155154
H3y   -0.0672564  -0.0501704  -0.0501704
H3z    0.0493322   0.0339876   0.0339876
max |direct - adjoint| (hartree/bohr): 3.5e-18
max |density form - direct| (hartree/bohr): 6.9e-18
max |adjoint - finite diff.|, E2 (hartree/bohr): 1.2e-08
max |U - finite diff.| (1/bohr): 1.1e-06
max |sum of forces over atoms| (hartree/bohr): 6.9e-16
scaled matrix, max asymmetry (dimensionless): 0.1181
max error without transpose (hartree/bohr): 0.0009691
dE2/dF, unrelaxed density only (e bohr): 0.0079231
dE2/dF, with z / finite diff. (e bohr): 0.0399159 / 0.0399160
PASS
```
